# Adiabatic free energy and barrier lowering in Schmickler's spinless electrode model: test program

```python
"""
Adiabatic free energy of a spinless level coupled to a metal and a solvent.
Result under test, at zero electronic temperature and zero driving force:
  barrier = (lam/pi^2) [theta^2 + 2 theta cot(theta) ln(cos(theta))],
  Delta = (2 lam/pi) theta cot(theta), 0 < theta < pi/2.
lam: solvent reorganisation energy; Delta: half-width at half-maximum;
x: solvent coordinate (0 oxidised, 1 reduced); eps: level energy measured
from the Fermi level; drive: reduction free energy of the uncoupled states.
At temperature T the electronic free energy is expressed by a gamma function.
All energies are in eV. The band runs from -D to D.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import loggamma, psi, polygamma

lam = 1.0
delta_main = 0.1
temperature = 300.0
kT = constants.k * temperature / constants.e
delta_critical = 2 * lam / np.pi


# Formulas under test
def angle(delta):
    return brentq(lambda t: 2 * lam / np.pi * t / np.tan(t) - delta,
                  1e-6, np.pi / 2 - 1e-12, xtol=1e-15)


def barrier_zero(delta):
    t = angle(delta)
    return lam / np.pi**2 * (t**2 + 2 * t / np.tan(t) * np.log(np.cos(t)))


def barrier_small(delta):
    return (lam / 4 - delta / np.pi * (1 + np.log(lam / delta))
            + delta**2 / (np.pi**2 * lam))


def omega_gamma(eps, delta, thermal, D):
    argument = 0.5 + (delta + 1j * eps) / (2 * np.pi * thermal)
    return (eps / 2 + 2 * thermal * np.real(loggamma(argument))
            - thermal * np.log(2 * np.pi)
            - delta / np.pi * np.log(D / (2 * np.pi * thermal)))


def well_level(delta, thermal):
    def mismatch(eps):
        argument = 0.5 + (delta + 1j * eps) / (2 * np.pi * thermal)
        return eps - 2 * lam / np.pi * np.imag(psi(argument))
    return brentq(mismatch, 1e-3 * lam, 1.2 * lam)


def curve_gamma(x, delta, thermal, D=20.0):
    return lam * x**2 + omega_gamma(lam * (1 - 2 * x), delta, thermal, D)


def barrier_thermal(delta, thermal):
    x_well = 0.5 * (1 - well_level(delta, thermal) / lam)
    return (curve_gamma(0.5, delta, thermal)
            - curve_gamma(x_well, delta, thermal))


# Many solvent modes: constrained minimum against one collective coordinate
frequency = np.array([0.01, 0.03, 0.07, 0.12])
coupling = np.array([2.0, -1.3, 0.8, 1.7])
lam_modes = 0.5 * np.sum(frequency * coupling**2)
core, filling, q_collective = 1.0, 0.3, -0.4
force = frequency * coupling
kkt = np.zeros((5, 5))
kkt[:4, :4] = np.diag(frequency)
kkt[:4, 4] = force
kkt[4, :4] = force
right = np.append(-(core - filling) * force, 2 * lam_modes * q_collective)
modes = np.linalg.solve(kkt, right)[:4]
mode_energy = (0.5 * np.sum(frequency * modes**2)
               + (core - filling) * np.sum(force * modes))
x_shifted = q_collective + core
collective_energy = lam_modes * (x_shifted**2 - 2 * x_shifted * filling
                                 + 2 * core * filling - core**2)
assert abs(mode_energy - collective_energy) < 1e-12


# Zero temperature: occupation and free-energy differences by quadrature
def occupation_quad(eps, delta):
    return quad(lambda w: delta / np.pi / ((w - eps)**2 + delta**2),
                -np.inf, 0, epsabs=1e-11, epsrel=1e-11, limit=200)[0]


def direct_landscape(delta, drive=0.0):
    def slope(x):
        return 2 * lam * (x - occupation_quad(lam * (1 - 2*x) + drive, delta))
    x_ox = brentq(slope, 0.0, 0.4)
    x_top = brentq(slope, 0.4, 0.6)
    x_red = brentq(slope, 0.6, 1.0)
    rise = quad(slope, x_ox, x_top, epsabs=1e-9, epsrel=1e-9)[0]
    fall = quad(slope, x_top, x_red, epsabs=1e-9, epsrel=1e-9)[0]
    return rise, rise + fall, x_ox, x_red


for width in (0.05, 0.1, 0.3):
    assert abs(direct_landscape(width)[0] - barrier_zero(width)) < 1e-7

direct_barrier, _, x_ox, x_red = direct_landscape(delta_main)
theta = angle(delta_main)
assert abs(x_ox - (0.5 - theta / np.pi)) < 1e-7

step = 0.002
width_slope = (direct_landscape(delta_main + step)[0]
               - direct_landscape(delta_main - step)[0]) / (2 * step)
assert abs(width_slope - np.log(np.cos(theta)) / np.pi) < 1e-4

step = 0.01
plus = direct_landscape(delta_main, step)
minus = direct_landscape(delta_main, -step)
barrier_slope = (plus[0] - minus[0]) / (2 * step)
reaction_slope = (plus[1] - minus[1]) / (2 * step)
assert abs(barrier_slope - theta / np.pi) < 1e-4
assert abs(reaction_slope - 2 * theta / np.pi) < 1e-4

# The remainder of the small-width expansion must scale as width cubed
error_one = barrier_zero(0.002) - barrier_small(0.002)
error_two = barrier_zero(0.004) - barrier_small(0.004)
assert 7.4 < error_two / error_one < 8.6

near = 0.99 * delta_critical
critical_law = 3 * lam / (2 * np.pi**2) * (1 - near / delta_critical)**2
assert abs(barrier_zero(near) / critical_law - 1) < 0.01


# Finite temperature: diagonalise the level in a discrete band
def omega_diagonal(eps, delta, D, spacing=0.04):
    number = int(round(2 * D / spacing))
    band = -D + (np.arange(number) + 0.5) * spacing
    matrix = np.diag(np.append(band, eps))
    matrix[-1, :-1] = np.sqrt(delta * spacing / np.pi)
    matrix[:-1, -1] = matrix[-1, :-1]
    energies = np.linalg.eigvalsh(matrix)
    return -kT * (np.sum(np.logaddexp(0, -energies / kT))
                  - np.sum(np.logaddexp(0, -band / kT)))


# Leading finite-band errors vary as 1/D; extrapolation leaves about 2e-4 eV
for eps in (0.7, -0.3):
    residual = [omega_diagonal(eps, delta_main, D)
                - omega_gamma(eps, delta_main, kT, D) for D in (10.0, 20.0)]
    assert abs(2 * residual[1] - residual[0]) < 5e-4


def diagonal_points(D):
    def curve(x):
        return lam * x**2 + omega_diagonal(lam * (1 - 2*x), delta_main, D)
    well = minimize_scalar(curve, bounds=(0.0, 0.3), method="bounded",
                           options={"xatol": 1e-4})
    return curve(0.5), well.fun


top_free = lam / 4 - kT * np.log(2)
well_free = -kT * np.log1p(np.exp(-lam / kT))
diagonal = {D: diagonal_points(D) for D in (10.0, 20.0)}
diagonal_barrier = {D: pair[0] - pair[1] for D, pair in diagonal.items()}
extrapolated = 2 * diagonal_barrier[20.0] - diagonal_barrier[10.0]
thermal_main = barrier_thermal(delta_main, kT)
assert abs(extrapolated - thermal_main) < 5e-4
for D, pair in diagonal.items():
    assert top_free - pair[0] > well_free - pair[1] > 0

# Limits of the thermal formula
thermal_uncoupled = barrier_thermal(0.0, kT)
assert abs(thermal_uncoupled - top_free) < 1e-8
assert abs(barrier_thermal(delta_main, 1e-3)
           - barrier_zero(delta_main)) < 1e-5
initial_slope = (barrier_thermal(1e-5, kT) - thermal_uncoupled) / 1e-5
slope_formula = -np.log(2 * np.exp(np.euler_gamma) * lam
                        / (np.pi * kT)) / np.pi
assert abs(initial_slope - slope_formula) < 1e-3

critical_thermal = brentq(
    lambda d: lam * polygamma(1, 0.5 + d / (2*np.pi*kT)) - np.pi**2 * kT,
    0.01, 1.0)


def count_wells(delta):
    x = np.linspace(0, 1, 401)
    f = curve_gamma(x, delta, kT)
    return int(np.sum((f[1:-1] < f[:-2]) & (f[1:-1] < f[2:])))


assert count_wells(0.98 * critical_thermal) == 2
assert count_wells(1.02 * critical_thermal) == 1

# Worked example
to_kj = constants.e * constants.N_A / 1000
print(f"Reorganisation energy: {lam:.3f} eV")
print(f"Main level half-width Delta: {delta_main:.3f} eV")
print(f"Temperature: {temperature:.1f} K; kT: {kT:.6f} eV")
print(f"Uncoupled barrier, T=0: {lam/4:.6f} eV")
print(f"Critical Delta, T=0: {delta_critical:.6f} eV")
print(f"Critical Delta, 300 K: {critical_thermal:.6f} eV")
print(f"Main theta: {theta:.6f} rad")
print(f"Level energy in oxidised well, T=0: {2*lam*theta/np.pi:.6f} eV")
print(f"Oxidised well x = occupation, T=0: {x_ox:.6f} (no unit)")
print(f"Reduced well x = occupation, T=0: {x_red:.6f} (no unit)")
print(f"Main barrier, formula, T=0: {barrier_zero(delta_main):.6f} eV")
print(f"Main barrier, quadrature, T=0: {direct_barrier:.6f} eV")
print(f"Main barrier, T=0: {barrier_zero(delta_main)*to_kj:.3f} kJ/mol")
print(f"Lowering, T=0: {lam/4-barrier_zero(delta_main):.6f} eV")
print(f"Small-Delta expansion: {barrier_small(delta_main):.6f} eV")
print(f"Barrier slope with Delta, T=0: {width_slope:.5f} (no unit)")
print(f"Barrier slope with drive, T=0: {barrier_slope:.5f} (no unit)")
print(f"Well-difference slope, T=0: {reaction_slope:.5f} (no unit)")
print(f"Entropy lowering kT ln 2, 300 K: {kT*np.log(2):.6f} eV")
print(f"Uncoupled barrier, 300 K: {thermal_uncoupled:.6f} eV")
print(f"Main barrier, gamma formula, 300 K: {thermal_main:.6f} eV")
print(f"Main barrier, extrapolated diagonalisation: {extrapolated:.5f} eV")
broadening_drop = thermal_uncoupled - thermal_main
print(f"Lowering by broadening, 300 K: {broadening_drop:.6f} eV")
print(f"Boltzmann-factor gain: {np.exp(broadening_drop/kT):.3f} (no unit)")
print(f"Initial slope with Delta, 300 K: {initial_slope:.5f} (no unit)")
for D, pair in diagonal.items():
    print(f"D={D:.0f} eV, 300 K: top drop {top_free-pair[0]:.5f} eV, "
          f"well drop {well_free-pair[1]:.5f} eV")
    print(f"D={D:.0f} eV, 300 K: barrier {diagonal_barrier[D]:.5f} eV")
print("Delta (eV) | barrier T=0 (eV) | barrier 300 K (eV)")
for width in (0.001, 0.01, 0.05, 0.1, 0.2, 0.4, 0.6):
    print(f"{width:.3f} | {barrier_zero(width):.6f} | "
          f"{barrier_thermal(width, kT):.6f}")
print("checks complete")
```

It prints:

```
Reorganisation energy: 1.000 eV
Main level half-width Delta: 0.100 eV
Temperature: 300.0 K; kT: 0.025852 eV
Uncoupled barrier, T=0: 0.250000 eV
Critical Delta, T=0: 0.636620 eV
Critical Delta, 300 K: 0.633205 eV
Main theta: 1.463903 rad
Level energy in oxidised well, T=0: 0.931950 eV
Oxidised well x = occupation, T=0: 0.034025 (no unit)
Reduced well x = occupation, T=0: 0.965975 (no unit)
Main barrier, formula, T=0: 0.145900 eV
Main barrier, quadrature, T=0: 0.145900 eV
Main barrier, T=0: 14.077 kJ/mol
Lowering, T=0: 0.104100 eV
Small-Delta expansion: 0.145889 eV
Barrier slope with Delta, T=0: -0.71235 (no unit)
Barrier slope with drive, T=0: 0.46597 (no unit)
Well-difference slope, T=0: 0.93195 (no unit)
Entropy lowering kT ln 2, 300 K: 0.017919 eV
Uncoupled barrier, 300 K: 0.232081 eV
Main barrier, gamma formula, 300 K: 0.142787 eV
Main barrier, extrapolated diagonalisation: 0.14284 eV
Lowering by broadening, 300 K: 0.089294 eV
Boltzmann-factor gain: 31.628 (no unit)
Initial slope with Delta, 300 K: -1.20313 (no unit)
D=10 eV, 300 K: top drop 0.16464 eV, well drop 0.07757 eV
D=10 eV, 300 K: barrier 0.14501 eV
D=20 eV, 300 K: top drop 0.18628 eV, well drop 0.09812 eV
D=20 eV, 300 K: barrier 0.14392 eV
Delta (eV) | barrier T=0 (eV) | barrier 300 K (eV)
0.001 | 0.247483 | 0.230882
0.010 | 0.232168 | 0.220512
0.050 | 0.186661 | 0.181310
0.100 | 0.145900 | 0.142787
0.200 | 0.088024 | 0.086423
0.400 | 0.022976 | 0.022353
0.600 | 0.000509 | 0.000420
checks complete
```
